# Singlet oxygen from one doubly occupied real pi-star orbital

**Q.** I need the energy of singlet-delta oxygen as a gas-phase reference for a sticking calculation on an oxidizing surface. I asked for a closed-shell O$_2$ molecule. The two outer electrons went into one real $\pi^*$ orbital with opposite spins, and the total spin came out as zero. The lowest singlet of O$_2$ is singlet-delta, so this must be it.

**A.** The spin is right, but spin is half of the label. "Delta" says how the state behaves when the molecule is rotated about its axis, and a spin of zero says nothing about that. The configuration with two $\pi^*$ electrons contains two kinds of singlet, $^1\Delta_g$ and $^1\Sigma_g^+$. We have to find out which of them your determinant contains.

Take fixed nuclei and the nonrelativistic Hamiltonian $H$. Let $x$ and $y$ be the two real, orthonormal $\pi^*$ orbitals, which turn into each other under rotation about the axis. All other electrons form a closed-shell core that is unchanged by such rotations. For a singlet I write the spatial part alone, so that $xx$ means $x(1)x(2)$ and $xy$ means $x(1)y(2)$. Your determinant $|x\bar x|$, where the bar marks spin down, has the spatial part $xx$.

Now rotate the orbitals by an angle $a$:

$$x'=x\cos a+y\sin a,\qquad y'=-x\sin a+y\cos a .$$

Multiplying out the products gives

$$x'x'=\cos^2\!a\;xx+\sin^2\!a\;yy+\sin a\cos a\,(xy+yx),$$

$$y'y'=\sin^2\!a\;xx+\cos^2\!a\;yy-\sin a\cos a\,(xy+yx).$$

Add and subtract these two lines. What do you see?

**Q.** In the sum the mixed terms cancel, and $\cos^2 a+\sin^2 a=1$, so $x'x'+y'y'=xx+yy$. That combination does not notice the rotation. The difference is

$$x'x'-y'y'=\cos 2a\,(xx-yy)+\sin 2a\,(xy+yx).$$

It turns into something else, at twice the angle.

**A.** Those are the two kinds of state. Normalize them:

$$S=\frac{xx+yy}{\sqrt2},\qquad D_1=\frac{xx-yy}{\sqrt2},\qquad D_2=\frac{xy+yx}{\sqrt2}.$$

$S$ is unchanged by rotation, and also by the reflection $y\to-y$, so it is $^1\Sigma_g^+$. The functions $D_1$ and $D_2$ form a pair. The difference above says $D_1'=\cos2a\,D_1+\sin2a\,D_2$, and the same multiplication for $x'y'+y'x'$ gives $D_2'=-\sin2a\,D_1+\cos2a\,D_2$. Therefore

$$D_1'+iD_2'=(\cos2a-i\sin2a)(D_1+iD_2)=e^{-2ia}(D_1+iD_2),$$

and $D_1-iD_2$ acquires $e^{+2ia}$. A phase of twice the angle means two units of angular momentum about the axis, $L_z=\pm2\hbar$. This pair is $^1\Delta_g$. Now express your own function in these terms.

**Q.** Adding the definitions of $S$ and $D_1$ gives $S+D_1=\sqrt2\,xx$, so

$$xx=\frac{S+D_1}{\sqrt2}.$$

It is half delta and half sigma. Could I have noticed this without the algebra?

**A.** Yes, in two ways. The first is the charge density. Your determinant puts the density $2x^2$ outside the core, which is concentrated in one plane through the axis. Each of $S$ and $D_1$ taken alone has the outer density $x^2+y^2$, which is the same all round the axis. The lopsided density comes from interference between the two.

The second is the angular momentum. $S$ has $L_z^2=0$. $D_1$ is made in equal parts of $L_z=+2\hbar$ and $L_z=-2\hbar$, so it has $L_z^2=4\hbar^2$. Since $L_z^2$ does not connect $S$ with $D_1$, your determinant has $\langle L_z^2\rangle=(0+4)\hbar^2/2=2\hbar^2$. A pure delta state must give $4\hbar^2$.

**Q.** I accept the mixture. But a variational calculation mixes states to lower the energy. Perhaps the sigma part does no harm, or even helps.

**A.** That would need a matrix element of $H$ between $S$ and $D_1$. Rotate by $90^\circ$. Then $S\to S$ and, from the formula for $D_1'$ with $\cos 180^\circ=-1$, $D_1\to-D_1$. The Hamiltonian and the core are unchanged, so

$$\langle S|H|D_1\rangle=-\langle S|H|D_1\rangle=0 .$$

With no cross term, the energy of the mixture is

$$E(xx)=\tfrac12\left[E(\Delta)+E(\Sigma)\right].$$

Here $E(\Delta)$ and $E(\Sigma)$ belong to the same fixed orbitals and to the configuration with two $\pi^*$ electrons. The sigma part raises the energy if $E(\Sigma)>E(\Delta)$.

**Q.** Then show me that sigma is higher, and by how much.

**A.** The core gives $x$ and $y$ the same one-electron energy and does not couple them, again because it is axially symmetric. That contribution is common to all the states here, and I drop it together with the energy of the core itself. What remains is the repulsion of the two outer electrons. Write $(ab|cd)$ for the repulsion between the charge distributions $ab$ and $cd$, and define

$$J_{xx}=(xx|xx),\qquad J_{xy}=(xx|yy),\qquad K=(xy|xy).$$

$K$ is the repulsion of the distribution $xy$ with itself, so it is positive. By symmetry $J_{yy}=J_{xx}$. The repulsion between the functions $xx$ and $yy$ pairs $x(1)y(1)$ with $x(2)y(2)$, which is $K$. Hence

$$E(\Sigma)=\tfrac12(J_{xx}+J_{yy}+2K)=J_{xx}+K,$$

$$E(\Delta)=\tfrac12(J_{xx}+J_{yy}-2K)=J_{xx}-K .$$

Your determinant lies midway, at $J_{xx}$. It is too high for singlet-delta by $K$.

**Q.** And the triplet ground state?

**A.** Its spatial part is $(xy-yx)/\sqrt2$. The two direct terms give $J_{xy}$ and the cross terms give $-K$, so $E(T)=J_{xy}-K$. The other delta function, $D_2$, has the plus sign and so has energy $J_{xy}+K$. But $D_2$ is $D_1$ rotated by $45^\circ$, and a rotation cannot change the energy:

$$J_{xy}+K=J_{xx}-K\quad\Longrightarrow\quad J_{xx}-J_{xy}=2K .$$

This gives $E(T)=J_{xx}-3K$. Measured from the triplet, the levels are

$$E(\Delta)-E(T)=2K,\quad E(xx)-E(T)=3K,\quad E(\Sigma)-E(T)=4K .$$

For numbers, take O$_2$ at a bond length of 0.121 nm, with restricted open-shell Hartree-Fock orbitals of the triplet in the cc-pVDZ basis. The integrals are $J_{xx}=16.835$ eV and $J_{xy}=15.542$ eV. Their difference is 1.293 eV, so $K=0.647$ eV (0.0238 hartree). Diagonalizing $H$ in the $\pi^*$ configuration puts delta at 1.29 eV and sigma at 2.59 eV above the triplet. The energy of your determinant, computed separately from its density matrix, is 1.94 eV above the triplet, and $(1.29+2.59)/2=1.94$. Relative to the true delta gap of this model, your gap is too large by half.

**Q.** So a single closed-shell determinant cannot describe singlet-delta oxygen?

**A.** That goes too far. A single determinant with a *real* outer orbital cannot do it here. Try the complex orbital

$$\varphi=x\cos c+i\,y\sin c .$$

Doubly occupied, it has the spatial part

$$\varphi\varphi=\cos^2\!c\;xx-\sin^2\!c\;yy+i\sin c\cos c\,(xy+yx).$$

At $c=45^\circ$ this is $\tfrac12(xx-yy)+\tfrac i2(xy+yx)=(D_1+iD_2)/\sqrt2$. That is a pure delta state in which both electrons circulate the same way round the axis.

The energy for any $c$ follows from the density $|\varphi|^2=x^2\cos^2c+y^2\sin^2c$, in which the cross terms cancel because of the factor $i$:

$$E(c)=J_{xx}(\cos^4c+\sin^4c)+2J_{xy}\sin^2c\cos^2c .$$

Use $\cos^4c+\sin^4c=1-2\sin^2c\cos^2c$, then $J_{xx}-J_{xy}=2K$, and finally $2\sin c\cos c=\sin2c$:

$$E(c)=J_{xx}-4K\sin^2c\cos^2c=J_{xx}-K\sin^22c .$$

At $c=0$ we have your determinant. At $c=45^\circ$ we have $J_{xx}-K$, the delta energy. In the numerical case this complex determinant lies 1.29 eV above the triplet and has $\langle L_z^2\rangle=4\hbar^2$, as it should.

**Q.** My code handles real orbitals alone. What if I put one electron in $x$ with spin up and the other in $y$ with spin down?

**A.** Then you exchange one mixture for another. Write the two-electron spin functions as $s=(\alpha\beta-\beta\alpha)/\sqrt2$ for the singlet and $t=(\alpha\beta+\beta\alpha)/\sqrt2$ for the triplet, so that $\alpha\beta=(t+s)/\sqrt2$ and $\beta\alpha=(t-s)/\sqrt2$. The determinant is

$$|x\bar y|=\frac{xy\,\alpha\beta-yx\,\beta\alpha}{\sqrt2}=\tfrac12\left[(xy-yx)\,t+(xy+yx)\,s\right].$$

It is half triplet ground state and half delta, this time with no sigma. Spin symmetry forbids a cross term, so its energy is the mean of $E(T)$ and $E(\Delta)$. That mean can be solved for the quantity you want:

$$E(\Delta)=2E(x\bar y)-E(T).$$

The computed $E(x\bar y)$ is 0.647 eV above the triplet, and twice that is 1.29 eV. The correction costs one extra determinant energy. Like the mean-energy rule, it was derived with one axially symmetric set of orbitals for all the states.

**Q.** But my program optimizes the orbitals for the determinant I ask for. Surely that repairs most of the error.

**A.** Optimization can lower the energy of your determinant, so the fixed-orbital mean becomes an upper bound to the energy of the best real closed-shell determinant. Whether the *error* shrinks is a different question, because the delta determinant relaxes as well. Here are the Hartree-Fock energies above the restricted open-shell triplet, with bond length and basis held fixed. (A spin-unrestricted triplet lies 0.54 eV lower, so every entry would be larger by that amount if measured from it.)

| Determinant | Fixed orbitals | Relaxed |
|---|---:|---:|
| real | 1.94 eV | 1.77 eV |
| complex | 1.29 eV | 1.10 eV |

The real determinant gains 0.17 eV and the complex one 0.19 eV. The distance between them therefore hardly changes: it goes from 0.65 to 0.67 eV. The sign of so small a change depends on the basis. In the larger aug-cc-pVTZ basis the relaxed energies are 1.70 and 1.07 eV, and the distance shrinks from 0.65 to 0.64 eV. In neither basis does relaxation repair the error.

It also spoils the simple reading of your determinant. Its density $2x^2$ pushes on the core unequally in the two planes, so the core need not stay axially symmetric. The computed $\langle L_z^2\rangle$ moves from 2.000 to $2.015\,\hbar^2$, which shows that the assumptions behind the value 2 no longer hold exactly. The half-and-half result has become an approximation, though in this measure a close one.

**Q.** Those are all Hartree-Fock numbers. How much of this survives electron correlation?

**A.** The symmetry argument survives: an equal mixture of a correlated delta state and a correlated sigma state still has the mean of their energies. The value of the penalty changes a good deal. Let 12 electrons distribute themselves in every possible way over the 8 valence orbitals, with the orbitals optimized for the triplet. Delta then lies 0.97 eV and sigma 1.51 eV above the triplet. Their mean is 1.24 eV, and half their separation is 0.27 eV. That is the penalty for an equal mixture of these correlated states, against $K=0.65$ eV in the fixed Hartree-Fock model.

Two things follow. First, the equal spacing $2K,\,2K$ belongs to the single configuration. The correlated spacings are 0.97 and 0.54 eV, and no single value of $K$ fits both. Second, you may not identify your Hartree-Fock energy with the correlated mean. Your relaxed determinant is 1.77 eV above its own Hartree-Fock triplet, while the correlated mean is 1.24 eV above the correlated triplet. The gap between these figures, 0.53 eV in this basis (0.47 eV in cc-pVTZ), is a difference of two omissions: measured against the correlated energies, your determinant lies too high by that much more than the Hartree-Fock triplet does. This comes on top of the mixing.

By comparison, two small changes of the model matter little for $K$. Stretching the bond to 0.123 nm changes it by about 0.001 eV, and going to the larger cc-pVTZ basis at 0.121 nm changes it by about 0.0005 eV. The same change of basis raises the correlated delta and sigma gaps by 0.006 and 0.014 eV.

**Q.** Does the averaging rule hold if I use density-functional theory?

**A.** Not as a theorem. The derivation used the expectation value of $H$ in a wave function that is a sum of two states. An approximate Kohn-Sham energy is a nonlinear functional of the density and the orbitals, and nothing above forces its value for $2x^2$ to be the mean of two state energies. The symmetry diagnosis of the Kohn-Sham determinant still applies: with a real $\pi^*$ orbital doubly occupied and an axial core, it is half delta and half sigma. The size of the resulting energy error has to be found for the functional in question.

**Q.** Near a surface the molecule is no longer free to rotate about its axis without cost. Does my closed-shell picture become right there?

**A.** It can. Let the surface lower $x$ by $d/2$ and raise $y$ by $d/2$, and keep $K$ fixed. Two electrons in $x$ gain $d$, two in $y$ lose $d$, and the states with one electron in each are unaffected. Take the field to be symmetric under $x\to-x$. Then $D_2$, which changes sign, does not mix with $xx$ and $yy$. Relative to $J_{xx}$, the Hamiltonian in the basis $xx,\,yy$ is

$$\begin{pmatrix}-d&K\\K&d\end{pmatrix},\qquad E^2-d^2-K^2=0,\qquad E=\pm R,\quad R=\sqrt{d^2+K^2}.$$

The lower singlet is at $J_{xx}-R$. To find the weight $w$ of $xx$ in it, differentiate with respect to $d$. The slope of the energy is the expectation value of the derivative of the matrix, $-w+(1-w)=1-2w$, and it is also $-dR/dd=-d/R$. Hence

$$w=\tfrac12\left(1+\frac dR\right).$$

Your determinant has energy $J_{xx}-d$, so its error relative to this singlet is

$$R-d=\frac{K^2}{R+d},$$

where the second form follows from $(R-d)(R+d)=K^2$. At $d=0$ the weight is one half and the error is $K$, as before. For $d\gg K$ the weight tends to one and the error falls as $K^2/2d$.

With $K=0.647$ eV and $d=1.0$ eV, $R=\sqrt{1.000+0.419}=1.191$ eV. The weight is 0.92 and the error 0.19 eV. At $d=2.0$ eV the error is 0.10 eV.

**Q.** So the error is large where I take my reference and small where the molecule meets the surface. Then the two errors do not cancel in an energy difference.

**A.** Yes. Follow the closed-shell determinant from the free molecule to a place where $d=2.0$ eV. Its error drops from 0.65 to 0.10 eV, so the curve descends by 0.54 eV more than the singlet it is meant to represent. In this model that is a spurious attraction. Within the model, an adsorption energy at that place, referred to the free closed-shell molecule, comes out too exothermic by this amount, and a barrier there comes out too low by the same amount. The figure rests on fixed orbitals and the Hartree-Fock value of $K$. If the determinant's orbitals are relaxed, and it is compared with a 12-electron valence singlet whose orbitals are optimized at each splitting, the extra descent is only about 0.18 eV in the cc-pVDZ basis and 0.14 eV in cc-pVTZ. With the valence singlet kept on the triplet's orbitals it is about 0.37 eV in cc-pVDZ. The direction is the same, but the size is smaller and depends on the treatment, so neither figure is a correction to apply to a real surface calculation.

The model also says when the singlet reaches the triplet. With one electron in each orbital, the triplet stays at $J_{xx}-3K$. Setting $R=3K$ gives $d^2=8K^2$, or $d=\sqrt8\,K=1.83$ eV. Your determinant would place the crossing at $d=3K=1.94$ eV, which is a modest shift because the determinant is already good there. Both figures rest on the Hartree-Fock value of $K$. If the same splitting of the $\pi^*$ orbitals is added to the 12-electron valence calculation, with the orbitals held at those of the free triplet, the lowest singlet meets the triplet earlier, near $d=1.3$ eV. If each state has its orbitals optimized at that splitting, the singlet already lies 0.2 eV below the triplet there, so the crossing comes earlier still. The crossing does not by itself flip the spin, since the Hamiltonian used here conserves it.

**Q.** How do these figures stand beside real oxygen in a furnace?

**A.** For the free molecule, the measured excitation energies are roughly 1.0 eV for delta and 1.6 eV for sigma. The correlated values, 0.97 and 1.51 eV, are near them, although they omit correlation outside the valence space and are taken at one bond length. The fixed-orbital values, 1.29 and 2.59 eV, are too high, sigma by far the more. Take 1300 K as a rough temperature for dry oxidation of silicon, where $kT=0.112$ eV. With electronic weights 2 for delta and 3 for the triplet, and equal rotational and vibrational factors, the correlated gap gives an equilibrium ratio of about $\tfrac23e^{-0.97/0.112}\approx1\times10^{-4}$. Using the real determinant's energy in place of delta's lowers such a ratio by a factor of $e^{0.647/0.112}\approx320$ with fixed orbitals and by about 400 with relaxed ones in the cc-pVDZ basis (about 300 in aug-cc-pVTZ). The correlated penalty of 0.27 eV would give a factor of about 11. At the surface itself, the assumption most open to doubt is that the molecule keeps its two $\pi^*$ electrons. Charge transfer and bonding are absent from the splitting model, and their effect on its numbers has not been estimated here.

**Q.** Then what should I use as my reference?

**A.** If you want singlet-delta at the Hartree-Fock level, use the complex orbital, or the combination $2E(x\bar y)-E(T)$ with the triplet's restricted orbitals in both energies. The combination gives the fixed-orbital gap of 1.29 eV, not the relaxed 1.10 eV. Do not take the orbitals from the real closed-shell calculation: $x$ and $y$ are no longer equivalent there, and the combination then puts delta 1.72 eV above the restricted open-shell triplet in the cc-pVDZ basis. It is only 1.21 eV above the triplet determinant built from those same orbitals, because that determinant itself lies 0.51 eV above the restricted open-shell triplet. If the size of the gap matters, use a correlated treatment that contains both $xx$ and $yy$. The same treatment should then be carried along the whole approach to the surface, because the weight of $yy$ changes on the way. If the gas you are modelling is ordinary oxygen, the reference is the triplet. The main values for the cc-pVDZ basis are in the numerical output below.

**Q.** So when my output says "singlet", I should still ask which singlet.

**A.** Yes. First check that the total spin is really zero: $|x\bar y|$ has as many spins up as down, yet it is half triplet. For a true singlet of the free molecule, the density gives the next test. If it is not the same all round the axis, the state is not a pure sigma state, nor a delta state with definite $L_z$. If it is the same all round, the density does not decide, because $S$ and $D_1$ share the outer density $x^2+y^2$. Then look at $\langle L_z^2\rangle$, which in this configuration is 0 for sigma and $4\hbar^2$ for delta. For the real determinant we found what it is instead: an equal mixture of the two, whose fixed-orbital energy lies $K$ above the state you wanted.

## Table of computed values

```
O2, fixed triplet ROHF orbitals, basis cc-pVDZ
Bond length: 0.121 nm
Triplet ROHF total energy: -149.607588 hartree
J_xx: 16.8347 eV
J_xy: 15.5416 eV
K: 0.6465 eV
K: 0.023760 hartree
Fixed-orbital energies above the triplet:
  open-shell determinant x-up y-down: 0.6465 eV
  singlet-delta from CI: 1.2931 eV
  complex-orbital determinant: 1.2931 eV
  real closed-shell determinant: 1.9396 eV
  singlet-sigma-plus from CI: 2.5861 eV
  mean of delta and sigma-plus: 1.9396 eV
Weight of delta in real determinant: 0.5000
Weight of sigma-plus in real determinant: 0.5000
Mean Lz^2, real determinant: 2.0000 hbar^2
Mean Lz^2, complex determinant: 4.0000 hbar^2
After orbital relaxation, above the ROHF triplet:
  real determinant: 1.7721 eV
  complex determinant: 1.1014 eV
  real minus complex: 0.6707 eV
  lowering of real determinant: 0.1675 eV
  lowering of complex determinant: 0.1917 eV
  mean Lz^2, real determinant: 2.0149 hbar^2
Full valence CI (12 electrons, 8 orbitals), triplet CASSCF orbitals:
  delta above triplet: 0.9699 eV
  sigma-plus above triplet: 1.5052 eV
  mean of the two: 1.2375 eV
  half their separation: 0.2676 eV
K at bond length 0.123 nm: 0.6453 eV
K in basis cc-pVTZ at 0.121 nm: 0.6470 eV
Splitting d (eV), weight of x-squared, determinant error (eV):
  0.5, 0.8059, 0.3173
  1.0, 0.9199, 0.1908
  2.0, 0.9758, 0.1019
  4.0, 0.9936, 0.0519
Splitting where singlet meets triplet: 1.8287 eV
Temperature: 1300 K
Thermal energy kT: 0.1120 eV
Population error factor, fixed orbitals: 321
Population error factor, relaxed: 398
```
